# The Burton-Cabrera-Frank Spiral Law and Its Crossover from Quadratic to Linear, part 1

(Sections cited here and not found follow in the second part.)

## I. From the critical radius to the spacing of the spiral

Suppose a crystal face that grows by a spiral step is found, at low supersaturation $s$, to rise at a rate proportional to $s^2$. If this law is carried on to larger $s$, it eventually demands more atoms than the vapour supplies. The net supply, deposition minus the evaporation of a surface in equilibrium, is proportional to the first power of $s$, and a quadratic law must overtake it. If instead a linear law, fitted at high supersaturation, is carried down to small $s$, it credits the face with steps that the spiral has not provided. To use either law one must know the supersaturation $s_1$ at which they exchange roles. The Burton-Cabrera-Frank law

$$R=C\,\frac{s^2}{s_1}\tanh\frac{s_1}{s} \tag{1}$$

contains both regimes. This section derives it, with its two constants $C$ and $s_1$, and finds which parts of it rest on firm ground.

### The model and the supersaturation

A flat face is crossed by one screw dislocation, from which a single step of height $h$ starts. Atoms arrive from the vapour at a rate $F$ per unit area, diffuse over the surface with diffusion coefficient $D$, and leave it again after a mean lifetime $\tau$ unless a step captures them. Let $c$ be the number of adatoms per unit area, and $c_{\rm eq}$ its value in equilibrium with a straight step. At equilibrium, deposition balances desorption, so the flux is $c_{\rm eq}/\tau$. The supersaturation is the relative excess of the actual flux:

$$F=(1+s)\,\frac{c_{\rm eq}}{\tau}. \tag{2}$$

The temperature $T$ is measured in energy units, so that Boltzmann's constant is one. No other fundamental constant enters, and the formulas read the same in atomic units. Steps are taken to have a free energy $\gamma$ per unit length that does not depend on direction, and each atom in a layer occupies an area $\Omega$. Adatoms are dilute, $\Omega c\ll1$, so their chemical potential varies as $T\ln c$.

Far from any step, deposition balances desorption at $c=F\tau=(1+s)c_{\rm eq}$. An atom that moves from this population into a straight step therefore lowers the free energy by

$$\Delta\mu=T\ln(1+s). \tag{3}$$

### The critical radius

Consider a circular island of radius $\rho$, one layer high. Its edge costs $2\pi\rho\gamma$, while its $\pi\rho^2/\Omega$ atoms gain $\Delta\mu$ each:

$$G(\rho)=2\pi\rho\gamma-\frac{\pi\rho^2}{\Omega}\Delta\mu . \tag{4}$$

The derivative $2\pi\gamma-2\pi\rho\,\Delta\mu/\Omega$ vanishes at $\rho_c=\gamma\Omega/\Delta\mu$. The second derivative, $-2\pi\Delta\mu/\Omega$, is negative, so this is a maximum: smaller islands shrink and larger ones grow. With the capillary length

$$\Gamma=\frac{\gamma\Omega}{T}, \tag{5}$$

and with $\ln(1+s)=s-s^2/2+\dots$, the critical radius becomes

$$\rho_c=\frac{\Gamma}{\ln(1+s)}=\frac{\Gamma}{s}\left(1+\frac{s}{2}+\dots\right)\approx\frac{\Gamma}{s}. \tag{6}$$

The last form neglects a relative correction of $s/2$. It requires $s\ll1$, which is assumed from here on, and $\rho_c$ denotes $\Gamma/s$ below. The proportionality $\rho_c\propto1/s$ will supply one of the two powers of $s$ in the quadratic law.

### Diffusion between straight steps

Far from the dislocation the turns of the spiral look like a train of parallel steps with spacing $l$. Take one terrace, with $x=0$ at its middle and steps at $x=\pm l/2$. If the steps move slowly, the adatom density is stationary:

$$D\,c''-\frac{c}{\tau}+F=0. \tag{7}$$

Define the relative excess $w=c/c_{\rm eq}-1$ and the diffusion length $x_s=\sqrt{D\tau}$, the distance over which an adatom typically wanders before it desorbs. Multiply (7) by $\tau/c_{\rm eq}$ and insert (2). The second term becomes $-(1+w)$ and the third $1+s$, so that

$$x_s^2\,w''-w+s=0. \tag{8}$$

Steps are assumed to exchange atoms with the terraces fast, and equally well from both sides. The density at a straight step then has its equilibrium value, which means $w(\pm l/2)=0$. The constant $w=s$ solves (8), and the even solution of the homogeneous equation is $\cosh(x/x_s)$. Hence $w=s+A\cosh(x/x_s)$, and the boundary condition gives $A=-s/\cosh(l/2x_s)$:

$$w(x)=s\left[1-\frac{\cosh(x/x_s)}{\cosh(l/2x_s)}\right]. \tag{9}$$

The current of adatoms in the positive $x$ direction is $-Dc_{\rm eq}w'$. At the right-hand step it is

$$-Dc_{\rm eq}\,w'(l/2)=\frac{Dc_{\rm eq}s}{x_s}\tanh\frac{l}{2x_s}, \tag{10}$$

which is positive, so atoms flow into the step. Each step receives this current from both adjoining terraces, and each atom advances a unit length of step by the area $\Omega$. The step speed is twice $\Omega$ times (10). Since $D/x_s=x_s/\tau$,

$$v_\infty=2\Omega c_{\rm eq}\,s\,\frac{x_s}{\tau}\tanh\frac{l}{2x_s}. \tag{11}$$

For $l\gg2x_s$ the hyperbolic tangent is one: each step collects from a strip of width $x_s$ on either side and does not notice its neighbours. For $l\ll2x_s$ it is $l/2x_s$, and the speed is proportional to the terrace width, because the steps share out all the excess that lands between them.

### The effect of curvature

A convex step is less stable than a straight one. When $dN$ atoms are added to a circular island, its radius grows by $d\rho$ with $2\pi\rho\,d\rho=\Omega\,dN$, and the edge energy grows by $2\pi\gamma\,d\rho=(\gamma\Omega/\rho)\,dN$. The adatom density in equilibrium with this edge must be higher by just the factor that makes up the difference, $T\ln(c/c_{\rm eq})=\gamma\Omega/\rho$. Hence $c=c_{\rm eq}e^{\Gamma/\rho}$, and

$$w_{\rm step}\approx\frac{\Gamma}{\rho}. \tag{12}$$

The linearization needs $\Gamma/\rho\ll1$. On a step that does not retreat, $\rho\ge\rho_c$ and so $\Gamma/\rho\le s$, which is small already.

Now suppose that the step is so gently curved that the diffusion field near it is still the one-dimensional field of (8), with the value (12) at the boundaries. The shifted variable $u=w-\Gamma/\rho$ vanishes at the steps and obeys $x_s^2u''-u+(s-\Gamma/\rho)=0$. This is the old problem with $s$ replaced by $s-\Gamma/\rho$. As (11) is proportional to $s$, the speed is multiplied by $1-\Gamma/(s\rho)$:

$$v=v_\infty\left(1-\frac{\rho_c}{\rho}\right). \tag{13}$$

A step with the critical curvature stands still, in agreement with (4).

How gentle must the curvature be? A case that can be solved fully is a single circular step of radius $\rho$. Write $w=s-(s-\Gamma/\rho)\,g(\zeta)$ with $\zeta=r/x_s$. The radial version of (8) becomes $g''+g'/\zeta-g=0$, with $g=1$ at $\zeta=z\equiv\rho/x_s$. The solution regular at the centre is $I_0(\zeta)/I_0(z)$ and the one that decays outside is $K_0(\zeta)/K_0(z)$, in terms of modified Bessel functions. With $I_0'=I_1$ and $K_0'=-K_1$, the currents into the step from inside and outside add up to $Dc_{\rm eq}(s-\Gamma/\rho)/x_s$ times

$$\frac{I_1(z)}{I_0(z)}+\frac{K_1(z)}{K_0(z)}=\frac{I_1K_0+K_1I_0}{I_0K_0}=\frac{1}{z\,I_0(z)K_0(z)}. \tag{14}$$

The last equality holds because both functions satisfy $(\zeta g')'=\zeta g$. It follows that $\zeta(I_0K_0'-I_0'K_0)$ has zero derivative and is constant, and the small-argument forms $I_0\to1$, $K_1\to1/\zeta$ fix the constant as $-1$. An isolated straight step has the factor 2 in place of (14). The ratio of the two is

$$\kappa_{\rm loop}(z)=\frac{1}{2z\,I_0(z)K_0(z)}. \tag{15}$$

For large $z$, $I_0K_0\approx(1/2z)(1+1/8z^2)$, so the ratio tends to one from below. For small $z$ it grows without limit, since a tiny loop draws on a field that is large compared with itself. Equation (13) is therefore derived for radii much larger than $x_s$. Near the centre of the spiral, where (13) makes the radius of curvature $\rho_c$, this means $\rho_c\gg x_s$. Outside that range (13) is a closure: a simple assumption that makes the spiral problem solvable.

### The rotating spiral

One end of the step is held at the dislocation. The rest advances, and the step winds up until the whole figure rotates rigidly. Measure lengths in $\rho_c$ and speeds in $v_\infty$, with the same $v_\infty$ for the entire spiral. In polar coordinates let the step be $\theta=\omega t-f(r)$ with $f$ increasing. At fixed $\theta$ the radius then grows with time, so the turns move outward. Let $\varphi$ be the angle between the step and the radial direction. Then

$$\psi\equiv r f'(r)=\tan\varphi . \tag{16}$$

A point of the pattern at radius $r$ moves azimuthally at speed $\omega r$. The component normal to the step is $\omega r\cos\varphi=\omega r/\sqrt{1+\psi^2}$.

The curvature is the rate at which the tangent turns per unit arc length. The tangent has turned through $f+\varphi$, up to an overall sign, and the arc length element is $\sqrt{1+\psi^2}\,dr$. With $f'=\psi/r$ and $\varphi'=\psi'/(1+\psi^2)$,

$$\frac1\rho=\frac{1}{\sqrt{1+\psi^2}}\left[\frac{\psi}{r}+\frac{\psi'}{1+\psi^2}\right]. \tag{17}$$

The sign is right: where the turns are nearly circles, $\psi$ is large and (17) gives $1/r$, positive for a layer that lies inside its edge. Setting the normal speed equal to $1-1/\rho$, multiplying by $\sqrt{1+\psi^2}$ and solving for $\psi'$, one finds

$$\psi'=(1+\psi^2)\left[\sqrt{1+\psi^2}-\frac{\psi}{r}-\omega r\right]. \tag{18}$$

At the centre try $\psi=ar+br^2$. The terms of order $r^0$ give $a=1-a$, so $a=1/2$, and by (17) the curvature there is $2a=1$. The pinned end has zero speed and therefore, by (13), the critical curvature. The terms of order $r$ give $2b=-b-\omega$, so $b=-\omega/3$.

Far out, a regular spiral needs the bracket in (18) to be nearly zero. With $\sqrt{1+\psi^2}\approx\psi$ this gives $\psi\approx\omega(r+1)$, hence $f'\to\omega$. Successive turns, between which $f$ grows by $2\pi$, are then $2\pi/\omega$ apart.

These two ends can be joined for one value of $\omega$ at most. Suppose that $\omega_1<\omega_2$ both worked. Near the centre $\psi_1>\psi_2$, because $b=-\omega/3$. The curves cannot cross later, since at a crossing (18) would give $\psi_1'>\psi_2'$. But far out $\psi\approx\omega(r+1)$ requires $\psi_1<\psi_2$, a contradiction. Numerically, a trial $\omega$ that is too small makes $\psi$ run away upward and one that is too large makes it fall, and bisection between the two gives

$$\omega=0.33096,\qquad \Lambda\equiv\frac{2\pi}{\omega}=18.985,\qquad l=\Lambda\rho_c . \tag{19}$$

The same number was tested without assuming steady rotation. A step started as the Archimedean spiral $f=r/(2\rho_c)$, with $r$ in ordinary units, and moved by (13) settles to a rotation rate that agrees with (19) well within the 1% tolerance of the test. The starting curve has the correct central curvature, but its spacing is $4\pi\rho_c=12.57\rho_c$. It is not a steady solution, because it has $b=0$ where (18) demands $b=-\omega/3$.

## II. The growth law and its two regimes

The following results are carried over. The supersaturation $s\ll1$ is the relative excess of the deposition flux over its equilibrium value $c_{\rm eq}/\tau$, where $c_{\rm eq}$ is the equilibrium adatom density and $\tau$ the adatom lifetime. An atom occupies the area $\Omega$, a step has height $h$, and $x_s=\sqrt{D\tau}$ is the diffusion length. The critical radius is $\rho_c=\Gamma/s$ with $\Gamma=\gamma\Omega/T$, where $\gamma$ is the step free energy per length and $T$ the temperature in energy units. Steps a distance $l$ apart advance at the speed $v_\infty$ of (11). Under the local velocity law (13), the spiral has the spacing $l=\Lambda\rho_c$ with $\Lambda=18.985$.

### Putting the pieces together

In ordinary units the spiral turns at the angular rate $\omega v_\infty/\rho_c$. Each full turn adds one layer of height $h$ to the face, so

$$R=\frac{h}{2\pi}\,\frac{\omega v_\infty}{\rho_c}=\frac{h\,v_\infty}{l}, \tag{20}$$

where (19) was used in the form $l=2\pi\rho_c/\omega$. This is also what a fixed observer would find far from the centre, where $v_\infty/l$ steps pass per unit time. Insert (11):

$$R=h\,\frac{2\Omega c_{\rm eq}\,s\,x_s}{\tau\,l}\tanh\frac{l}{2x_s}. \tag{21}$$

The combination $l/2x_s$ appears twice. With the definitions

$$U=\frac{l}{2x_s},\qquad C=\frac{h\,\Omega c_{\rm eq}}{\tau}, \tag{22}$$

equation (21) becomes

$$R=C\,s\,\frac{\tanh U}{U}. \tag{23}$$

Up to this point the spacing could have been anything. The spiral now fixes it. From $l=\Lambda\Gamma/s$,

$$U=\frac{\Lambda\Gamma}{2x_s\,s}=\frac{s_1}{s},\qquad s_1=\frac{\Lambda\Gamma}{2x_s}=\frac{\Lambda\gamma\Omega}{2x_sT}, \tag{24}$$

and the substitution of $1/U=s/s_1$ in (23) yields the law (1). The scale $s_1$ is the supersaturation at which the spacing of the spiral equals $2x_s$, so that the collecting strips of neighbouring steps just touch. For (1) to be a law in $s$ with a fixed scale, $\gamma$, $x_s$ and $T$ must not change as $s$ is varied.

The stationary equation (7) can now be justified. In a frame that moves with the steps, the diffusion equation acquires a term of size $v_\infty c'$. The density varies over a distance no larger than about $x_s$, so this term is smaller than $Dc''$ by a factor of order $v_\infty x_s/D$ or less. With $D=x_s^2/\tau$ and $\tanh U\le U$,

$$\frac{v_\infty x_s}{D}=2\Omega c_{\rm eq}\,s\tanh\frac{s_1}{s}\le2\Omega c_{\rm eq}\,s_1 . \tag{25}$$

Since the hyperbolic tangent is also less than one, the ratio is below $2\Omega c_{\rm eq}\,s$ as well. Both $\Omega c_{\rm eq}$ and $s$ are small numbers, and the motion of the steps may be neglected.

The law (1) and its constants $C$ and $s_1$ now follow from diffusion between steps and the spacing $l=\Lambda\rho_c$, which rests on the local velocity law (13). It remains to examine the two limits and the crossover between them, to work through a numerical example, and to find how far the law can be trusted where (13) is only a closure.

Numerical values quoted here were computed with a short program.
